**Casimir factors for p-electron quadrupole integrals**

The program tests the closed forms of \(R\) (p3/2–p3/2) and \(S\) (p1/2–p3/2), the ratios of relativistic to nonrelativistic \(r^{-3}\) integrals at equal outer amplitude, with \(\zeta=(\alpha Z)^2\), \(\gamma_1=\sqrt{1-\zeta}\) and \(\gamma_2=\sqrt{4-\zeta}\). It asserts that the large and small components have equal angular elements, that the closed forms of the Bessel integrals \(a\) and \(b\), the off-diagonal relations \(U=a/2\) and \(V=7a/2\), and both factors computed from the full densities hold under quadrature, and that both factors have the stated small-\(\zeta\) slopes. It also integrates the zero-energy Dirac equation numerically and asserts agreement with the Bessel solutions and with both factors. The output gives \(R=1.1284\), \(S=1.2208\) for iodine and \(R=1.3575\), \(S=1.7482\) for bismuth. For valence orbitals in a Molière-screened potential, the program separates the outer-amplitude ratio from the inner factor and asserts that the inner factor lies within 12% of the closed form. The observed differences are about 3% in iodine and 5 to 6% in bismuth. The full Dirac-to-Schrödinger ratios are larger, up to 2.36 for the off-diagonal bismuth element, because they include the change of outer amplitude.

## Numerical check

```python
"""Casimir factors for p electrons near a point nucleus (Hartree atomic units).

Result under test, with zeta = (alpha Z)^2, g1 = sqrt(1-zeta), g2 = sqrt(4-zeta):
  R = 6 (15+zeta) / [g2 (3-zeta)(15-4 zeta)]                   p3/2 - p3/2
  S = 4 sin(pi(g2-g1-1))/(pi zeta) * (15-4 zeta)/(15-16 zeta)  p1/2 - p3/2
Each is the relativistic integral of (Pa Pb + Qa Qb)/r^3 divided by the
nonrelativistic integral of P^2/r^3, at equal amplitude outside the
relativistic region. P, Q: large and small radial functions.
kappa = 1 is p1/2, kappa = -2 is p3/2; x = sqrt(8 Z r).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import jv, jvp

ALPHA = constants.fine_structure
BOHR = constants.physical_constants["Bohr radius"][0]


def factor_r(zeta):
    g2 = np.sqrt(4 - zeta)
    return 6 * (15 + zeta) / (g2 * (3 - zeta) * (15 - 4 * zeta))


def factor_s(zeta):
    shift = np.sqrt(4 - zeta) - np.sqrt(1 - zeta) - 1
    return (4 * np.sin(np.pi * shift) / (np.pi * zeta)
            * (15 - 4 * zeta) / (15 - 16 * zeta))


def integral(f, upper=200.0):
    """Integral from 0 to upper, split so that oscillations are resolved."""
    edges = [0.0] + [e for e in (2.0, 20.0, 80.0) if e < upper] + [upper]
    return sum(quad(f, lo, hi, limit=400, epsabs=1e-12, epsrel=1e-9)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def bessel_components(x, kappa, zeta):
    """Zero-energy Coulomb functions P, Q in units of the outer amplitude."""
    order = 2 * np.sqrt(kappa**2 - zeta)
    bessel = jv(order, x)
    sign = np.sign(kappa)
    large = 2 * sign * (kappa * bessel - 0.5 * x * jvp(order, x))
    return large, 2 * sign * np.sqrt(zeta) * bessel


def density(x, kappa_a, kappa_b, zeta):
    pa, qa = bessel_components(x, kappa_a, zeta)
    pb, qb = bessel_components(x, kappa_b, zeta)
    return (pa * pb + qa * qb) / x**5


# ---- angular elements of C20 for m = 1/2, from explicit spinors ----
def spinor(l, j, c):
    s = np.sqrt(1 - c * c)
    y0 = {0: np.sqrt(1 / (4 * np.pi)) + 0 * c,
          1: np.sqrt(3 / (4 * np.pi)) * c,
          2: np.sqrt(5 / (16 * np.pi)) * (3 * c * c - 1)}[l]
    y1 = {0: 0 * c, 1: -np.sqrt(3 / (8 * np.pi)) * s,
          2: -np.sqrt(15 / (8 * np.pi)) * s * c}[l]
    u, v = np.sqrt((l + 1) / (2 * l + 1)), np.sqrt(l / (2 * l + 1))
    return (u * y0, v * y1) if j > l else (-v * y0, u * y1)


cosine, weight = np.polynomial.legendre.leggauss(20)


def angular(la, ja, lb, jb):
    a, b = spinor(la, ja, cosine), spinor(lb, jb, cosine)
    c20 = 0.5 * (3 * cosine**2 - 1)
    return 2 * np.pi * np.sum(weight * c20 * (a[0] * b[0] + a[1] * b[1]))


ang_diag = angular(1, 1.5, 1, 1.5)
ang_off = angular(1, 0.5, 1, 1.5)
assert abs(ang_diag - angular(2, 1.5, 2, 1.5)) < 1e-12
assert abs(ang_off - angular(0, 0.5, 2, 1.5)) < 1e-12
print(f"C20 element p3/2-p3/2, m=1/2: {ang_diag:.6f} (no unit)")
print(f"C20 element p1/2-p3/2, m=1/2: {ang_off:.6f} (no unit)")

# ---- nonrelativistic integral and small-zeta slopes ----
nonrel = integral(lambda x: jv(3, x)**2 / x**3)
assert abs(nonrel * 96 - 1) < 1e-5
tiny = 1e-4
slope_r = (factor_r(tiny) - 1) / tiny
slope_s = (factor_s(tiny) - 1) / tiny
assert abs(slope_r - 19 / 24) < 1e-3 and abs(slope_s - 99 / 80) < 1e-3
print(f"integral of J3^2/x^3: {nonrel:.7f} (no unit)")
print(f"slopes of R and S in zeta: {slope_r:.4f}, {slope_s:.4f}")
z_limit = np.sqrt(15 / 16) / ALPHA
print(f"S (point nucleus) diverges at Z = {z_limit:.1f}")

# ---- radial Dirac integrator on a logarithmic grid; q = c Q ----
# alpha2 = 0 turns the same equations into the Schroedinger equation.
GRID = np.linspace(np.log(1e-9), np.log(20.0), 4001)
STEP = GRID[1] - GRID[0]
RADIUS = np.exp(GRID)
GAUSS_1 = np.exp(GRID[:-1] + STEP * (0.5 - np.sqrt(3) / 6))
GAUSS_2 = np.exp(GRID[:-1] + STEP * (0.5 + np.sqrt(3) / 6))


def outward(energy, kappa, alpha2, charge, v1, v2):
    """Fourth-order Magnus propagation of (P, q) from the nucleus."""
    b1 = GAUSS_1 * (2 + alpha2 * (energy - v1))
    b2 = GAUSS_2 * (2 + alpha2 * (energy - v2))
    c1, c2 = -GAUSS_1 * (energy - v1), -GAUSS_2 * (energy - v2)
    k = STEP**2 * np.sqrt(3) / 12
    a = -kappa * STEP - k * (b1 * c2 - b2 * c1)
    b = 0.5 * STEP * (b1 + b2) + 2 * k * kappa * (b2 - b1)
    c = 0.5 * STEP * (c1 + c2) + 2 * k * kappa * (c1 - c2)
    s = a * a + b * c
    ch = 1 + s / 2 + s**2 / 24 + s**3 / 720 + s**4 / 40320
    sh = 1 + s / 6 + s**2 / 120 + s**3 / 5040 + s**4 / 362880
    gamma = np.sqrt(kappa**2 - alpha2 * charge**2)
    p = RADIUS[0]**gamma
    if kappa < 0:
        q = -charge / (gamma - kappa) * p
    else:
        q = (gamma + kappa) / (alpha2 * charge) * p
    ps, qs = [p], [q]
    for m11, m12, m21, m22 in zip((ch + sh * a).tolist(), (sh * b).tolist(),
                                  (sh * c).tolist(), (ch - sh * a).tolist()):
        p, q = m11 * p + m12 * q, m21 * p + m22 * q
        ps.append(p)
        qs.append(q)
    return np.array(ps), np.array(qs)


def trapezoid(y):
    return STEP * (np.sum(y) - 0.5 * (y[0] + y[-1]))


def amplitude(p, q, energy, kappa, alpha2, potential, window):
    """Semiclassical amplitude of an l = 1 wave in a window, and its spread."""
    pick = (RADIUS > window[0]) & (RADIUS < window[1])
    r, v = RADIUS[pick], potential(RADIUS[pick])
    k = np.sqrt(2 * (energy - v) - 2.25 / r**2)
    slope = -kappa * p[pick] / r + (2 + alpha2 * (energy - v)) * q[pick]
    dk = np.gradient(k, r, edge_order=2)
    square = k * p[pick]**2 + (slope + dk * p[pick] / (2 * k))**2 / k
    return np.sqrt(square.mean()), square.std() / square.mean()


def inverse_cube(a, b, alpha2):
    return trapezoid((a[0] * b[0] + alpha2 * a[1] * b[1]) / RADIUS**2)


def bound_state(nodes, kappa, alpha2, charge, potential):
    v1, v2 = potential(GAUSS_1), potential(GAUSS_2)
    low, high = -50.0, 0.0
    for _ in range(60):
        middle = 0.5 * (low + high)
        p, q = outward(middle, kappa, alpha2, charge, v1, v2)
        if np.sum(p[1:] * p[:-1] < 0) > nodes:
            high = middle
        else:
            low = middle
    p, q = outward(low, kappa, alpha2, charge, v1, v2)
    assert np.sum(p[1:] * p[:-1] < 0) == nodes
    norm = np.sqrt(trapezoid((p**2 + alpha2 * q**2) * RADIUS))
    return low, p / norm, q / norm


def screened(charge):
    length = 0.5 * (0.75 * np.pi)**(2 / 3) * charge**(-1 / 3)

    def potential(r):
        y = r / length
        phi = (0.10 * np.exp(-6 * y) + 0.55 * np.exp(-1.2 * y)
               + 0.35 * np.exp(-0.3 * y))
        return -(1 + (charge - 1) * phi) / r
    return potential


STATES = ((-2, 0.0), (1, ALPHA**2), (-2, ALPHA**2))

for name, charge, n in (("I", 53, 5), ("Bi", 83, 6)):
    zeta = (ALPHA * charge)**2
    g1, g2 = np.sqrt(1 - zeta), np.sqrt(4 - zeta)
    big_r, big_s = factor_r(zeta), factor_s(zeta)

    # Bessel integrals by quadrature against their closed forms
    a_dia = integral(lambda x: jv(2 * g2, x)**2 / x**5)
    b_dia = integral(lambda x: jv(2 * g2, x)**2 / x**3)
    a_off = integral(lambda x: jv(2 * g1, x) * jv(2 * g2, x) / x**5)
    b_off = integral(lambda x: jv(2 * g1, x) * jv(2 * g2, x) / x**3)
    u_off = integral(lambda x: jvp(2 * g1, x) * jv(2 * g2, x) / x**4)
    v_off = integral(lambda x: jv(2 * g1, x) * jvp(2 * g2, x) / x**4)
    b_formula = np.sin(np.pi * (g2 - g1 - 1)) / (48 * np.pi * zeta)
    common = g2 * (4 * g2**2 - 1)
    assert abs(a_dia * 128 * common * (g2**2 - 1) / 3 - 1) < 1e-5
    assert abs(b_dia * 8 * common - 1) < 1e-5
    assert abs(b_off / b_formula - 1) < 1e-5
    assert abs(a_off * (15 - 16 * zeta) / (3 * b_formula) - 1) < 1e-5
    assert abs(u_off / a_off - 0.5) < 1e-5
    assert abs(v_off / a_off - 3.5) < 1e-5

    # factors from the densities themselves; cut-off tail is below 1e-5
    r_quad = integral(lambda x: density(x, -2, -2, zeta)) / nonrel
    s_total = integral(lambda x: density(x, 1, -2, zeta))
    assert abs(r_quad / big_r - 1) < 2e-5
    assert abs(s_total / nonrel / big_s - 1) < 2e-5
    small = integral(lambda x: bessel_components(x, -2, zeta)[1]**2 / x**5)
    x_nucleus = np.sqrt(8 * charge * 7e-15 / BOHR)
    inside = integral(lambda x: density(x, 1, -2, zeta), x_nucleus) / s_total

    # zero-energy Coulomb waves from the differential equations
    def coulomb(r):
        return -charge / r
    waves, amps = [], []
    for kappa, alpha2 in STATES:
        wave = outward(0.0, kappa, alpha2, charge,
                       coulomb(GAUSS_1), coulomb(GAUSS_2))
        waves.append(wave)
        amps.append(amplitude(*wave, 0.0, kappa, alpha2, coulomb,
                              (10.0, 20.0))[0])
        if alpha2 > 0:
            large, little = bessel_components(np.sqrt(8 * charge * RADIUS),
                                              kappa, zeta)
            scale = np.dot(wave[0], large) / np.dot(large, large)
            assert scale > 0
            assert (np.max(abs(wave[0] - scale * large))
                    < 1e-3 * np.max(abs(wave[0])))
            assert (np.max(abs(ALPHA * wave[1] - scale * little))
                    < 1e-3 * np.max(abs(ALPHA * wave[1])))
    base = inverse_cube(waves[0], waves[0], 0.0) / amps[0]**2
    r_ode = inverse_cube(waves[2], waves[2], ALPHA**2) / amps[2]**2 / base
    s_ode = (inverse_cube(waves[1], waves[2], ALPHA**2)
             / (amps[1] * amps[2]) / base)
    # finite outer radius leaves errors of order 1e-3 at most
    assert abs(r_ode / big_r - 1) < 2e-3 and abs(s_ode / big_s - 1) < 2e-3

    # bound valence orbitals in a screened potential
    potential = screened(charge)
    energies, orbitals, amps, spreads = [], [], [], []
    for kappa, alpha2 in STATES:
        energy, p, q = bound_state(n - 2, kappa, alpha2, charge, potential)
        amp, spread = amplitude(p, q, energy, kappa, alpha2, potential,
                                (0.2, 0.5))
        energies.append(energy)
        orbitals.append((p, q))
        amps.append(amp)
        spreads.append(spread)
    assert max(spreads) < 0.05
    base = inverse_cube(orbitals[0], orbitals[0], 0.0)
    full_r = inverse_cube(orbitals[2], orbitals[2], ALPHA**2) / base
    full_s = inverse_cube(orbitals[1], orbitals[2], ALPHA**2) / base
    outer_r = (amps[2] / amps[0])**2
    outer_s = amps[1] * amps[2] / amps[0]**2
    # the closed forms neglect screening near the nucleus: a model error
    assert abs(full_r / outer_r / big_r - 1) < 0.12
    assert abs(full_s / outer_s / big_s - 1) < 0.12

    reduced = (ALPHA * (charge - 4))**2
    print(f"{name}: Z = {charge}, alpha Z = {ALPHA*charge:.5f}, "
          f"zeta = {zeta:.5f}")
    print(f"{name}: gamma(p1/2) = {g1:.5f}, gamma(p3/2) = {g2:.5f}")
    print(f"{name}: off-diagonal a = {a_off:.7f}, b = {b_off:.7f}")
    print(f"{name}: R closed {big_r:.4f}, quadrature {r_quad:.4f}, "
          f"ODE {r_ode:.4f}")
    print(f"{name}: S closed {big_s:.4f}, quadrature {s_total/nonrel:.4f}, "
          f"ODE {s_ode:.4f}")
    print(f"{name}: with Z-4: R = {factor_r(reduced):.4f}, "
          f"S = {factor_s(reduced):.4f}")
    print(f"{name}: small-component share of R: "
          f"{100*small/nonrel/big_r:.2f} percent")
    print(f"{name}: share of S integral from r < 7 fm: "
          f"{100*inside:.2f} percent")
    print(f"{name} model {n}p energies (hartree): nonrel {energies[0]:.4f}, "
          f"p1/2 {energies[1]:.4f}, p3/2 {energies[2]:.4f}")
    print(f"{name} model nonrel <r^-3>: {base:.3f} bohr^-3")
    print(f"{name} model p3/2-p3/2: full ratio {full_r:.4f}, "
          f"outer {outer_r:.4f}, inner {full_r/outer_r:.4f}")
    print(f"{name} model p1/2-p3/2: full ratio {full_s:.4f}, "
          f"outer {outer_s:.4f}, inner {full_s/outer_s:.4f}")
    print(f"{name} model: largest spread of squared amplitude "
          f"{100*max(spreads):.2f} percent")

print("every check passed")
```

Printed output:

```
C20 element p3/2-p3/2, m=1/2: 0.200000 (no unit)
C20 element p1/2-p3/2, m=1/2: -0.282843 (no unit)
integral of J3^2/x^3: 0.0104167 (no unit)
slopes of R and S in zeta: 0.7917, 1.2376
S (point nucleus) diverges at Z = 132.7
I: Z = 53, alpha Z = 0.38676, zeta = 0.14958
I: gamma(p1/2) = 0.92218, gamma(p3/2) = 1.96225
I: off-diagonal a = 0.0013245, b = 0.0055657
I: R closed 1.1284, quadrature 1.1284, ODE 1.1283
I: S closed 1.2208, quadrature 1.2208, ODE 1.2206
I: with Z-4: R = 1.1085, S = 1.1836
I: small-component share of R: 1.48 percent
I: share of S integral from r < 7 fm: 0.11 percent
I model 5p energies (hartree): nonrel -0.3999, p1/2 -0.4692, p3/2 -0.4206
I model nonrel <r^-3>: 20.103 bohr^-3
I model p3/2-p3/2: full ratio 1.1573, outer 1.0554, inner 1.0965
I model p1/2-p3/2: full ratio 1.3219, outer 1.1147, inner 1.1858
I model: largest spread of squared amplitude 0.61 percent
Bi: Z = 83, alpha Z = 0.60568, zeta = 0.36685
Bi: gamma(p1/2) = 0.79571, gamma(p3/2) = 1.90608
Bi: off-diagonal a = 0.0020185, b = 0.0061433
Bi: R closed 1.3575, quadrature 1.3575, ODE 1.3573
Bi: S closed 1.7482, quadrature 1.7482, ODE 1.7479
Bi: with Z-4: R = 1.3172, S = 1.6393
Bi: small-component share of R: 3.58 percent
Bi: share of S integral from r < 7 fm: 1.15 percent
Bi model 6p energies (hartree): nonrel -0.3027, p1/2 -0.4968, p3/2 -0.3538
Bi model nonrel <r^-3>: 25.565 bohr^-3
Bi model p3/2-p3/2: full ratio 1.5469, outer 1.2021, inner 1.2868
Bi model p1/2-p3/2: full ratio 2.3569, outer 1.4278, inner 1.6507
Bi model: largest spread of squared amplitude 0.46 percent
every check passed
```
